# Energy-consistent potentials, Janak's theorem and Teter's hardness criterion

## One valence orbital

Consider an atom with a single valence orbital of occupation $f$, and a pseudo-atom meant to replace it. Near a reference occupation $f^0$, write $d=f-f^0$ and suppose that both total energies are quadratic:

$$
E(d)=E(0)+\varepsilon d+\tfrac12\eta d^2. \tag{1}
$$

The constants $E(0)$ differ greatly, because the pseudo-atom has no core electrons. Comparing energy differences removes them. Let $\Delta$ denote the pseudo-atom value minus the all-electron value. The error in the energy difference is then

$$
D(d)=\Delta\varepsilon\,d+\tfrac12\Delta\eta\,d^2. \tag{2}
$$

Suppose that removing and adding a charge $h$ both cost the right energy, so $D(h)=D(-h)=0$. Subtracting the two conditions gives $2h\Delta\varepsilon=0$, and adding them gives $h^2\Delta\eta=0$. Two energy differences have fixed the slope and the curvature of the energy.

The slope is the orbital eigenvalue, by Janak's theorem. The curvature is the rate at which the eigenvalue moves when the orbital is filled, which is the hardness. Matching energies therefore matches both. A cubic term $\tfrac16D'''d^3$ in $D$ changes the first conclusion: subtraction now gives $2h\Delta\varepsilon+\tfrac13h^3D'''=0$, so an eigenvalue error $-h^2D'''/6$ survives. The general case needs the same two ingredients, a derivative theorem and control of the finite step.

## The energy as a function of occupations

Hartree atomic units are used. The treatment is a mean-field one: the energy is a density functional with fractional occupations $f_a$ between 0 and 2,

$$
E=\sum_a f_a\langle\phi_a|\hat t+\hat v|\phi_a\rangle+F[n],\qquad n=\sum_a f_a|\phi_a|^2. \tag{3}
$$

Here $\hat t$ is the kinetic energy, $\hat v$ the external potential, which may be nonlocal, and $F$ the Hartree plus exchange-correlation energy. The orbitals are orthonormal and make $E$ stationary:

$$
\hat h\phi_a=\varepsilon_a\phi_a,\qquad \hat h=\hat t+\hat v+v_F,\qquad v_F=\frac{\delta F}{\delta n}. \tag{4}
$$

In the all-electron atom the sum over $a$ includes the core. Core occupations are held fixed, but core orbitals relax whenever a valence occupation changes. Inserting the self-consistent orbitals leaves a function $E(f)$ of the valence occupations alone. It is assumed smooth near $f^0$, which excludes level crossings that change the selected orbitals and jumps between self-consistent solutions.

**Janak's theorem.** Change one valence occupation $f_i$. The energy changes through the explicit $f_i$ and through every orbital. The orbital part is

$$
\sum_a f_a\left(\langle\delta\phi_a|\hat h|\phi_a\rangle+\langle\phi_a|\hat h|\delta\phi_a\rangle\right)
=\sum_a f_a\varepsilon_a\,\delta\langle\phi_a|\phi_a\rangle=0, \tag{5}
$$

first by (4), then because the norms stay equal to one. Core relaxation is part of this sum and drops out with the rest. The explicit part remains:

$$
\frac{\partial E}{\partial f_i}=\langle\phi_i|\hat t+\hat v|\phi_i\rangle+\int v_F|\phi_i|^2\,d\mathbf r=\varepsilon_i. \tag{6}
$$

The proof uses only the form (3) and stationarity, so it holds for both atoms. It does not cover multiplet energies from a correlated wavefunction calculation, which are not a function $E(f)$ of this kind.

## The hardness matrix

Define

$$
\eta_{ij}=\frac{\partial\varepsilon_i}{\partial f_j}=\frac{\partial^2E}{\partial f_i\partial f_j}. \tag{7}
$$

The second form follows from (6) and shows that $\eta$ is symmetric. Teter's criterion asks a pseudo-atom to reproduce this matrix at the reference configuration. A definition with an extra factor $\tfrac12$ would not affect the comparison.

To see what $\eta$ contains, let $\rho_i=|\phi_i|^2$ and let $K=\delta v_F/\delta n$ be the interaction kernel. Adding $\delta f_j$ changes the density directly and through the response of all occupied orbitals to the changed potential $\delta v$:

$$
\delta n=\rho_j\,\delta f_j+\chi_0\,\delta v,\qquad \delta v=K\,\delta n. \tag{8}
$$

For real, nondegenerate orbitals, first-order perturbation theory gives $\delta\phi_a=\sum_{b\neq a}\phi_b\langle\phi_b|\delta v|\phi_a\rangle/(\varepsilon_a-\varepsilon_b)$. Inserting this in $\sum_af_a\,2\phi_a\delta\phi_a$ yields

$$
\chi_0(\mathbf r,\mathbf r')=2\sum_a f_a\sum_{b\ne a}
\frac{\phi_a(\mathbf r)\phi_b(\mathbf r)\phi_a(\mathbf r')\phi_b(\mathbf r')}{\varepsilon_a-\varepsilon_b}. \tag{9}
$$

Equation (8) gives $(1-\chi_0K)\delta n=\rho_j\delta f_j$. The eigenvalue shift is $\delta\varepsilon_i=\langle\rho_i|\delta v\rangle$, and therefore

$$
\eta_{ij}=\langle\rho_i|K(1-\chi_0K)^{-1}|\rho_j\rangle. \tag{10}
$$

The hardness is the interaction between two orbital densities, screened by the electrons of the atom. In the all-electron atom the screening includes the core. A pseudo-atom has no core electrons to polarize, so this part of $\chi_0$ is missing. It is not the only source of mismatch: by (10), $\eta$ also changes if the orbital densities $\rho_i$ differ in the core region, or if the exchange-correlation part of $K$ is evaluated without the core density.

## From equal energies to equal hardness

For several valence orbitals, let

$$
D(f)=\left[E_{\rm PS}(f)-E_{\rm AE}(f)\right]-\left[E_{\rm PS}(f^0)-E_{\rm AE}(f^0)\right]. \tag{11}
$$

By (6) and (7), its derivatives are the mismatches of eigenvalues and hardnesses at the same $f$:

$$
\partial_iD=\Delta\varepsilon_i,\qquad \partial_i\partial_jD=\Delta\eta_{ij}. \tag{12}
$$

With $d_i=f_i-f_i^0$, Taylor's theorem gives

$$
D=\sum_i\Delta\varepsilon_i d_i+\tfrac12\sum_{ij}\Delta\eta_{ij}d_id_j+O(d^3), \tag{13}
$$

where the coefficients are taken at $f^0$.

If the pseudo-atom reproduces all energy differences in an open neighbourhood of $f^0$, then $D$ is zero there and so are its derivatives. Hence $\Delta\varepsilon_i=0$ and $\Delta\eta_{ij}=0$. Conversely, if eigenvalues and hardnesses agree at $f^0$, the energy error starts at third order. To second order, then, energy consistency is the same requirement as equal eigenvalues together with Teter's criterion.

Equal eigenvalues alone are weaker. They leave

$$
D=\tfrac12\sum_{ij}\Delta\eta_{ij}d_id_j+O(d^3), \tag{14}
$$

and Teter's criterion removes this quadratic term.

## What a finite set of energies enforces

A fit uses finitely many configurations. For two valence orbitals there are two eigenvalues and three independent hardnesses, so at least five differences are needed. Take the displacements

$$
(\pm h,0),\qquad(0,\pm h),\qquad(h,-h), \tag{15}
$$

and require $D=0$ at each. The reference must lie far enough inside the allowed occupation range for these points to exist.

Some consequences hold for any $h$ over which $D$ is smooth. Integrating (12) along a matched segment gives

$$
0=D(h,0)-D(0,0)=\int_0^h\Delta\varepsilon_1(s,0)\,ds, \tag{16}
$$

and similarly for the other three segments along the axes. The average eigenvalue error over each segment is zero. A continuous function with zero average vanishes somewhere, so $\Delta\varepsilon_1$ has a zero on each side of the reference, though not necessarily at the reference.

For the mixed hardness, combine the four corners of a square, at all of which $D=0$:

$$
\begin{aligned}
0&=D(h,0)-D(0,0)-D(h,-h)+D(0,-h)\\
&=\int_0^hds\,\left[\partial_1D(s,0)-\partial_1D(s,-h)\right]
=\int_0^hds\int_{-h}^0dt\,\Delta\eta_{12}(s,t).
\end{aligned} \tag{17}
$$

The average of $\Delta\eta_{12}$ over the square is therefore zero.

For small $h$, the errors at the reference follow from Taylor expansion. Subscripts on $D$ denote derivatives at $f^0$. Along axis $i$,

$$
0=\pm h\Delta\varepsilon_i+\tfrac12h^2\Delta\eta_{ii}\pm\tfrac16h^3D_{iii}+\tfrac1{24}h^4D_{iiii}+\cdots. \tag{18}
$$

Subtracting the two signs and dividing by $2h$, then adding them and dividing by $h^2$, gives

$$
\Delta\varepsilon_i=-\tfrac16h^2D_{iii}+O(h^4),\qquad
\Delta\eta_{ii}=-\tfrac1{12}h^2D_{iiii}+O(h^4). \tag{19}
$$

In (17), expand $\Delta\eta_{12}(s,t)$ to second order. Over the square the averages are $\langle s\rangle=h/2$, $\langle t\rangle=-h/2$, $\langle s^2\rangle=\langle t^2\rangle=h^2/3$ and $\langle st\rangle=-h^2/4$. Thus

$$
0=\Delta\eta_{12}+\tfrac h2(D_{112}-D_{122})+\tfrac{h^2}{6}(D_{1112}+D_{1222})-\tfrac{h^2}{4}D_{1122}+O(h^3),
$$

or

$$
\Delta\eta_{12}=\tfrac h2(D_{122}-D_{112})+\tfrac{h^2}{12}(3D_{1122}-2D_{1112}-2D_{1222})+O(h^3). \tag{20}
$$

The mixed element has a first-order error because only one diagonal corner is matched.

A real fit also leaves residuals. If $|D|\le\delta$ at the five points, the combinations $(D_+-D_-)/2h$ and $(D_++D_-)/h^2$ contribute at most $\delta/h$ to $|\Delta\varepsilon_i|$ and $2\delta/h^2$ to $|\Delta\eta_{ii}|$. The mixed combination contains three nonzero values and contributes at most $3\delta/h^2$. A small step reduces the Taylor error but amplifies the fit error. With whole-electron steps, $h=1$, the averages (16) and (17) still apply under the smoothness assumption, but (19) and (20) have no small parameter in $h$. Agreement at the reference then depends on how slowly the mismatches vary with occupation. The added charge must also stay bound. In the model below, the upper valence eigenvalue at $f=(2,1)$ and $(1,2)$ comes out positive in the computational box, so the points (15) with $h=1$ are not available there.

## Why neutral excitations are not enough

Suppose that only configurations with the reference electron number are matched. Such excitations are called neutral here because they leave the charge unchanged, whatever the net charge of the reference. For two orbitals they lie on the line $u=d_1+d_2=0$. A smooth $D$ that vanishes on this line can be written $D=u\,G(f)$ with smooth $G$. Differentiating and then setting $u=0$ gives

$$
\Delta\varepsilon_1=\Delta\varepsilon_2=G,\qquad \Delta\eta_{ij}=G_i+G_j, \tag{21}
$$

where $G_i=\partial_iG$. Neither mismatch need vanish. What does vanish is

$$
\Delta\varepsilon_1-\Delta\varepsilon_2=0,\qquad
\Delta\eta_{11}+\Delta\eta_{22}-2\Delta\eta_{12}=0. \tag{22}
$$

The simplest case is a constant $C$ added to the pseudopotential: $D=Cu$, both eigenvalues shift by $C$, and no neutral excitation detects it. Configurations with a different electron number are needed to obtain the full result.

## A model atom

The theorem can be followed in a one-dimensional atom with round parameters. The nucleus attracts with $-5/\sqrt{x^2+1/4}$, electrons repel with $1/\sqrt{(x-x')^2+1}$, and an exchange-like energy density $-0.2\,n^2/(n+1)$ is added. Two electrons fill an even core orbital. Orbital 1 is the odd valence orbital and orbital 2 the even one, with $f^0=(1,1)$. With four electrons around a nucleus of charge 5, the reference has net charge $+1$. All values below belong to this model on its grid of spacing 0.20 bohr, which extends to $|x|=12$ bohr. A spacing of 0.125 bohr or a box twice as long moves the all-electron eigenvalues, hardnesses and removal energy by up to $8\times10^{-6}$ hartree, and the tabulated errors by less than $10^{-7}$ hartree.

The all-electron results are, in hartree,

$$
\varepsilon_1=-1.5553,\quad\varepsilon_2=-0.4134,\quad
\eta_{11}=0.6363,\quad\eta_{22}=0.4725,\quad\eta_{12}=0.5042.
$$

They already give a fair account of removing a whole electron. For orbital 1, $d_1=-1$ and the quadratic estimate is $-\varepsilon_1+\tfrac12\eta_{11}=1.555255+0.318157=1.873412$ hartree. The self-consistent difference is 1.878225 hartree. The remaining 0.0048 hartree comes from third and higher orders.

### A frozen core has the right eigenvalues but not the right hardness

The first pseudo-atom keeps the core charge $n_c$ frozen at its reference form. This charge enters the electrostatic potential and the exchange-like energy. A term $\lambda|\phi_c\rangle\langle\phi_c|$ with $\lambda=20$ hartree moves the core level from $-4.70$ to $15.30$ hartree, above the valence levels, so that valence electrons do not fall into it.

At $f^0$ the all-electron valence orbitals solve the pseudo-atom equations: the mean-field potential is the same, and the added term gives zero on orbitals orthogonal to $\phi_c$. The eigenvalues therefore agree. The kernel $K$ and the valence densities agree too, so by (10) the hardness mismatch comes from $\chi_0$. The core's own response is missing, and the mixing of $\phi_c$ with the even valence orbital has a changed weight and energy denominator. The mismatches are

$$
\Delta\eta_{11}=2.42\times10^{-4},\quad
\Delta\eta_{22}=1.6\times10^{-5},\quad
\Delta\eta_{12}=-5.8\times10^{-5}\ \text{hartree}.
$$

This pseudo-atom keeps the all-electron valence orbitals at $f^0$, including the two nodes, at $\pm x$, of the even one. It is therefore a milder case than a smooth, nodeless pseudopotential, and the calculation does not show that such a potential could meet the conditions imposed below. It also keeps the full core density in the exchange-like term. If that term sees only the valence density, with the core part fixed as a potential at its reference value, the eigenvalues at $f^0$ still agree but $\Delta\eta_{11}$ becomes $-1.8\times10^{-2}$ hartree, some seventy times larger in size. The values above therefore do not indicate the errors of a potential without core correction. The frozen-core mismatches are small next to the hardnesses themselves, yet they set the leading energy error for small changes. For a transfer of 0.1 electron from orbital 2 to orbital 1, (14) gives

$$
\tfrac12(0.1)^2\left[2.42+0.16+2(0.58)\right]\times10^{-4}
=1.87\times10^{-6}\ \text{hartree}.
$$

The average of the computed $D$ for this transfer and its reverse, in which odd orders cancel, is also $1.87\times10^{-6}$ hartree.

### Fitting five energy differences

Four Gaussians in each parity channel are now added to the frozen-core potential and adjusted until the five differences (15) agree. Eight amplitudes meet five conditions, so the fit is not unique; the numbers below belong to the solution found by least-norm steps, each fit starting from the previous one. Eigenvalues and hardnesses are not used in the fit. Their errors at the reference, in units of $10^{-6}$ hartree, are:

| $h$ | $\Delta\varepsilon_1$ | $\Delta\varepsilon_2$ | $\Delta\eta_{11}$ | $\Delta\eta_{22}$ | $\Delta\eta_{12}$ |
|---|---|---|---|---|---|
| 0.8 | 31.0 | 22.5 | −18.7 | −6.7 | 78.1 |
| 0.4 | 6.4 | 4.3 | −4.5 | −1.0 | 40.0 |
| 0.2 | 1.4 | 0.9 | −1.2 | −0.2 | 20.3 |

The mixed hardness error nearly halves with the step, by factors 1.95 and 1.97; the leading term of (20) with fixed $D_{122}-D_{112}$ would give 2. From $h=0.8$ to $h=0.2$ the largest eigenvalue error falls by a factor 21.5, where (19) with a fixed $D_{iii}$ would give 16. The potential is refitted at each step, and $D_{111}$ changes with it, from $-2.16\times10^{-4}$ hartree at $h=0.2$ to $-2.89\times10^{-4}$ hartree at $h=0.8$. This factor 1.34 times 16 gives 21.4, so the change of $D_{111}$ accounts for almost all of the excess. At $h=0.2$, formula (19) with independently computed derivatives gives $\Delta\varepsilon_1=1.44\times10^{-6}$ hartree, equal to the direct value at this precision. The first-order part of (20) gives $\Delta\eta_{12}=2.12\times10^{-5}$ hartree, and the second-order part brings it to the direct value of $2.03\times10^{-5}$ hartree.

At $h=0.8$ the mixed hardness error is larger than that of the unfitted frozen core, although all five energies match. This is the difference between a zero average and a zero at the reference. The numerical check evaluates the averages (16) and (17) for this fit by quadrature; they vanish to within $3\times10^{-9}$ hartree.

Whole-electron changes lie outside the fitted range. The errors $D$, in units of $10^{-5}$ hartree, are:

| Change | Frozen core | Fit, $h=0.2$ | Fit, $h=0.8$ |
|---|---|---|---|
| Remove odd | 16.1 | 5.3 | 2.5 |
| Remove even | 0.8 | 2.5 | 1.4 |
| Even to odd | 25.7 | 6.5 | 1.7 |

The fits improve two changes and worsen the removal of the even electron, for which the frozen core was already accurate. The wider fit does better than the narrow one in all three cases, despite its larger errors at the reference. Second-order agreement at one configuration does not rank potentials for large changes, where the higher terms of (13) matter.

### Fitting neutral excitations only

For the last potential, the widest Gaussian in both channels of the $h=0.2$ fit is first raised by 0.05 hartree, and the potential is then refitted to the two transfers $\pm(0.2,-0.2)$ alone. The eigenvalue errors are 0.004805 and 0.004810 hartree. Their difference is only $-5.9\times10^{-6}$ hartree, while the common shift is about eight hundred times larger. The hardness errors $\Delta\eta_{11}$, $\Delta\eta_{22}$ and $\Delta\eta_{12}$ are $-6.5$, $-8.2$ and $-7.35$ in units of $10^{-4}$ hartree. The mixed error is close to the mean of the diagonal ones, as (21) requires, and the combination in (22) is $-1.0\times10^{-6}$ hartree. The two fitted excitation energies at fixed charge are right, but by (13) the common eigenvalue shift makes the cost of changing the charge wrong at first order.

## Numbers as computed

```
Model: nuclear charge 5, core electrons 2, level shift 20 hartree
Grid spacing 0.20 bohr, half length 12.0 bohr
Exchange-like strength 0.2 hartree, density scale 1.0 per bohr
Gaussian widths (bohr): [0.5 1.  1.5 2. ]
Reference occupations (odd, even): [1. 1.]
All-electron core eigenvalue: -4.699518 hartree
All-electron eps odd, even: -1.555255 -0.413445 hartree
All-electron eta oo, ee, oe: 0.636314 0.472499 0.504227 hartree
Janak: largest deviation 9.4e-10 hartree
Response hardness: largest deviation 3.4e-09 hartree
Frozen core, largest eps error: 3.6e-15 hartree
Frozen core, eta errors oo, ee, oe: 2.421e-04 1.644e-05 -5.818e-05 hartree
Five-difference fit h=0.8, eps errors odd, even: 3.095e-05 2.251e-05 hartree
  eta errors oo, ee, oe: -1.872e-05 -6.708e-06 7.805e-05 hartree
Five-difference fit h=0.4, eps errors odd, even: 6.370e-06 4.324e-06 hartree
  eta errors oo, ee, oe: -4.464e-06 -1.025e-06 4.003e-05 hartree
Five-difference fit h=0.2, eps errors odd, even: 1.438e-06 9.228e-07 hartree
  eta errors oo, ee, oe: -1.151e-06 -2.067e-07 2.027e-05 hartree
Fitted Gaussian amplitudes, h=0.2, odd (hartree): [ 0.0125  0.0007 -0.0041 -0.    ]
Fitted Gaussian amplitudes, h=0.2, even (hartree): [-0.0416 -0.0257  0.0375 -0.013 ]
Largest eps error, ratio h=0.8 to h=0.2: 21.53
Largest eta error, ratio h=0.8 to h=0.2: 3.85
h=0.8: largest segment average of eps error 1.5e-09 hartree
h=0.8: square average of eta_oe error 2.7e-09 hartree
h=0.2 formula, eps errors odd, even: 1.438e-06 9.231e-07 hartree
h=0.2 formula, eta errors oo, ee: -1.146e-06 -2.050e-07 hartree
h=0.2 formula, eta error oe: first order 2.117e-05, with second 2.027e-05 hartree
Frozen core, even part of D at change 0.1 (odd, even, transfer, both):
  computed  1.212e-06 8.201e-08 1.874e-06 7.217e-07 hartree
  quadratic 1.211e-06 8.218e-08 1.875e-06 7.110e-07 hartree
Largest |D| at change 0.3: frozen core 1.90e-05, fit h=0.2 3.66e-06 hartree
Neutral-only fit, eps errors odd, even: 0.004805 0.004810 hartree
Neutral-only fit, error of eps difference: -5.90e-06 hartree
Neutral-only fit, eta errors oo, ee, oe: -6.517e-04 -8.193e-04 -7.350e-04 hartree
Neutral-only fit, error of eta_oo+eta_ee-2eta_oe: -1.03e-06 hartree
Whole-electron changes: all-electron energy; D frozen core, h=0.2, h=0.8
  remove odd  1.878225; 1.61e-04 5.33e-05 2.47e-05 hartree
  remove even 0.654219; 7.61e-06 2.45e-05 1.44e-05 hartree
  even to odd -1.087535; 2.57e-04 6.51e-05 1.69e-05 hartree
```
